Why multipolar QED has no direct coupling between separated neutral molecules

Q: Two molecules side by side repel or attract through Coulomb's law, instantaneously and with no photon in sight. You say that the multipolar Hamiltonian has no such term. How can a change of description remove a real force?

A: It doesn't remove the force; it changes which term carries it. I'll start from the description in which the Coulomb term is visible. Take nonrelativistic charges e_α without spin, at positions q_α, with momenta p_α and masses m_α. Each charge is assigned to one molecule. In Coulomb gauge the vector potential A is transverse, and

H = Σ_α [p_α − e_α A(q_α)]²/(2m_α) + V + ½ ∫ [Π²/ε₀ + ε₀c²B²] d³r.

Here V is the Coulomb energy of all charges, B = ∇×A, and Π = −ε₀E^⊥ is the momentum conjugate to A, with E^⊥ the transverse electric field. The commutator is

[A_i(r), Π_j(r′)] = iħ δ^⊥_ij(r − r′),

where δ^⊥ is the kernel that projects a vector field onto its transverse part. The part of V between molecules A and B is

V_AB = Σ_{α∈A} Σ_{β∈B} e_α e_β / (4πε₀|q_α − q_β|).

Q: And the multipolar description?

A: Give each molecule a fixed reference point R_A and write q_α = R_A + x_α. Its polarization is a set of lines running from the reference point to the charges:

P_A(r) = Σ_{α∈A} e_α x_α ∫₀¹ dλ δ(r − R_A − λx_α).

With P = Σ_A P_A, the Power–Zienau–Woolley (PZW) transformation replaces H by ΛHΛ⁻¹, where

Λ = exp(−iS/ħ), S = ∫ P·A d³r.

This is unitary, so the spectrum is unchanged. S contains positions and A, but no momenta, so V and B are unaffected. Two kinds of operator change: p_α and Π.

Q: Start with the particles. A moving charge in A might still feel A(r) at another molecule.

A: Because Λ⁻¹ = exp(iS/ħ), differentiating it gives

Λ p_α Λ⁻¹ = p_α + Λ(−iħ)(i/ħ)(∇_αS)Λ⁻¹ = p_α + ∇_αS.

The last step holds because S and its gradient commute. The part of S that depends on q_α is

S_α = e_α ∫₀¹ dλ x_α·A(R_A + λx_α).

Drop the label α on x, and sum over repeated indices. The product and chain rules give

∂[x_j A_j(R_A + λx)]/∂x_i = A_i + λ x_j ∂_iA_j.

The curl identity x_j∂_iA_j = x_j∂_jA_i + (x×B)_i changes the right side to

A_i + λ x_j∂_jA_i + λ(x×B)_i = d(λA_i)/dλ + λ(x×B)_i,

because dA_i(R_A + λx)/dλ = x_j∂_jA_i. Integrating from λ = 0 to 1,

∇_αS = e_α A(q_α) + e_α ∫₀¹ λ x_α×B(R_A + λx_α) dλ.

The first term cancels −e_αA(q_α) in the kinetic energy, which becomes

[p_α + e_α ∫₀¹ λ x_α×B(R_A + λx_α) dλ]²/(2m_α).

Even after squaring, each such term contains the coordinates of one charge and the magnetic field along that charge's own path. No pair of molecules appears.

Q: Then the trouble must be in the field energy.

A: That is where the pair term arises. Expand the transformation in commutators:

Λ Π_j(r) Λ⁻¹ = Π_j(r) − (i/ħ)[S, Π_j(r)].

The commutator is

[S, Π_j(r)] = ∫ P_i(r′) iħ δ^⊥_ij(r′ − r) d³r′ = iħ P^⊥_j(r).

It depends on positions alone and commutes with S, so the expansion stops. Since −(i/ħ)(iħ) = +1, Π becomes Π + P^⊥. The electric part of the field energy is then

(1/2ε₀) ∫ (Π + P^⊥)² d³r = (1/2ε₀) ∫ Π² d³r + (1/ε₀) ∫ Π·P^⊥ d³r + (1/2ε₀) ∫ |P^⊥|² d³r.

In the new description −ε₀E^⊥ is represented by Π + P^⊥. Hence Π = −(ε₀E^⊥ + P^⊥) = −D^⊥, and the middle term is the coupling −(1/ε₀)∫P·D^⊥ d³r. It is a sum of contributions from single molecules.

The last term is not. Squaring P^⊥ = Σ_A P_A^⊥ produces each cross product twice, which removes the factor ½. Each pair therefore contributes

W_AB = (1/ε₀) ∫ P_A^⊥·P_B^⊥ d³r.

Q: So you have made matters worse. There are now two instantaneous terms, V_AB and W_AB. And you can't say that W_AB vanishes because the molecules are apart: the transverse part of a localized field spreads through all space.

A: Correct, W_AB does not vanish. The claim is that V_AB + W_AB does, provided that both molecules are neutral and that the lines making up P_A and P_B do not meet. To see it, write V_AB in terms of polarization too. First take the divergence:

∇·P_A = Σ_α e_α ∫₀¹ x_α·∇δ(r − R_A − λx_α) dλ.

Since dδ(r − R_A − λx_α)/dλ = −x_α·∇δ, the integral leaves the end points:

∇·P_A = −Σ_α e_α [δ(r − q_α) − δ(r − R_A)] = −ρ_A + Q_A δ(r − R_A).

Here ρ_A is the charge density and Q_A the total charge. For Q_A = 0,

∇·P_A = −ρ_A.

The Coulomb field E_A of the molecule is curl-free and satisfies ε₀∇·E_A = ρ_A. So P_A^∥ + ε₀E_A has neither curl nor divergence and vanishes at infinity. It is therefore zero:

P_A^∥ = −ε₀E_A.

Q: That fixes the longitudinal part. How does it give the pair energy?

A: Let Φ_A be the potential, with E_A = −∇Φ_A. Integrate by parts; the surface term vanishes because the potentials of neutral molecules fall at least as 1/r²:

ε₀ ∫ E_A·E_B d³r = −ε₀ ∫ Φ_A ∇²Φ_B d³r = ∫ Φ_A ρ_B d³r = V_AB.

Inserting E = −P^∥/ε₀ for both molecules, the two minus signs cancel:

V_AB = (1/ε₀) ∫ P_A^∥·P_B^∥ d³r.

In Fourier space a longitudinal field points along k and a transverse one is perpendicular to k, so the integral of their product is zero. The mixed terms in ∫P_A·P_B therefore drop out, and

V_AB + W_AB = (1/ε₀) ∫ P_A·P_B d³r.

The right side contains the full polarizations, and these are localized. If their supports are disjoint, P_A·P_B = 0 at every point. Hence

W_AB = −V_AB.

This holds for every such configuration of the charges, not merely on average. Summing over pairs removes all direct terms between molecules from the Hamiltonian.

Q: You multiplied delta functions on lines. Is that allowed?

A: Replace each delta function by a smooth, normalized spherical bump of radius a, with 2a smaller than the gap between the supports. All the fields are then smooth and square integrable, and the smeared polarizations remain disjoint. The smeared charges of different molecules do not overlap either, and non-overlapping spherical charges interact as points do. Thus V_AB keeps its point-charge value, and W_AB = −V_AB for every small enough a. The limit a → 0 changes nothing in this cross term.

Q: I would still like to see locally how a spread-out transverse field knows about Coulomb's law.

A: Outside molecule A the full P_A is zero, so there

P_A^⊥ = −P_A^∥ = ε₀E_A.

The tail of the transverse polarization is the electrostatic field. Also, ∫P_A^⊥·P_B^⊥ = ∫P_A^⊥·P_B, because the longitudinal part of P_B contributes nothing. Using the lines of P_B,

W_AB = Σ_β e_β ∫₀¹ x_β·E_A(R_B + λx_β) dλ = −Σ_β e_β [Φ_A(q_β) − Φ_A(R_B)].

For neutral B the term with Φ_A(R_B) sums to zero, leaving −V_AB. This second proof also shows that straight lines are not essential. The work done by an electrostatic field depends on the end points, so bent paths give the same W_AB as long as the supports stay disjoint.

Q: Give me numbers, and not from the formula you are defending.

A: Take two model molecules, each with charges +e, +e, −e, −e in that order, at one chosen instant. The offsets from the reference points, in nm, are

A: (0, 0.01, 0.04), (0.01, 0, −0.04), (0.05, −0.03, 0.06), (−0.02, 0.04, 0.03)

B: (0.04, 0, 0.01), (−0.04, 0.01, 0), (0.03, 0.05, −0.05), (0.02, −0.02, −0.03).

The reference points are 0.600 nm apart along z. Spheres of radius 0.0837 nm and 0.0768 nm enclose the two sets of lines, so the supports are disjoint.

With e²/(4πε₀) = 1.439965 eV nm, the first charges of A and B are separated by (0.04, −0.01, 0.57) nm, a distance of 0.5715 nm, and contribute +2.52 eV. Adding all sixteen signed pairs gives

V_AB = 0.12316 eV = 1.973 × 10⁻²⁰ J.

The transverse energy is computed separately from its definition, by projecting the Fourier transforms perpendicular to k and integrating over k:

W_AB = −0.12316 eV.

The sources in that integral have a Gaussian smearing of width 0.040 nm, narrow enough that the overlap is negligible at this distance. In the check's output the two energies cancel to all eight printed decimals. Double integrals along straight paths and along bent paths give the same value of W_AB. The numerical check tests these agreements.

Q: Is this just the familiar dipole-dipole term?

A: That is its leading part when the molecules are small compared with their separation R. Then W_AB ≈ −V_dd, with

V_dd = [d_A·d_B − 3(d_A·n)(d_B·n)]/(4πε₀R³),

where n is the unit vector from A to B. This follows from W_AB ≈ d_B·E_A(R_B) and the dipole field E_A = [3(d_A·n)n − d_A]/(4πε₀R³).

Here d_A = (−0.02, 0, −0.09) e nm and d_B = (−0.05, −0.02, 0.09) e nm. The bracket is

−0.0071 + 0.0243 = 0.0172 e² nm²,

and therefore

V_dd = 1.439965 × 0.0172/0.216 eV = 0.1147 eV.

The remaining 0.0085 eV of V_AB comes from higher multipoles. It is cancelled as well, since the proof made no multipole expansion.

Q: Wait. Your sign is suspicious. You wrote W_AB ≈ d_B·E_A, but the energy of a dipole in a field is −d·E.

A: Both signs are right. The Coulomb energy is V_AB ≈ −d_B·E_A(R_B). The polarization term W_AB has the opposite sign, which is what allows it to cancel V_AB.

Q: Then I return to my first complaint. If both terms are gone, where is the measurable 0.12316 eV?

A: In the coupling to D^⊥. Hold the charges still, so that P^⊥ is a given function, and leave the magnetic couplings aside. The remaining field Hamiltonian, without the |P^⊥|² term, is

H_F = ∫ [Π²/(2ε₀) + Π·P^⊥/ε₀ + ε₀c²B²/2] d³r.

Complete the square:

H_F = ∫ [(Π + P^⊥)²/(2ε₀) + ε₀c²B²/2] d³r − (1/2ε₀) ∫ |P^⊥|² d³r.

The shifted momentum Π + P^⊥ has the same commutator with A as Π has. The first integral therefore has the free-field ground-state energy, independent of where the molecules are. The part of the last term that depends on both molecules is

−(1/ε₀) ∫ P_A^⊥·P_B^⊥ d³r = −W_AB = V_AB.

So the static interaction returns in full, now as the effect of two molecules coupled to the same transverse field. In perturbation theory it is the exchange of a transverse photon: one molecule emits it and the other absorbs it. A diagonalization for one quantized mode confirms the sign. In units with ħ = ε₀ = 1 and unit mode frequency, source strengths 0.7 and 0.4 give a cross shift of −0.280, which is −0.7 × 0.4.

Q: How can a transverse field do the work of a longitudinal one?

A: The field in the coupling is D^⊥ = ε₀E^⊥ + P^⊥. At a point outside all molecules P = 0, so P^⊥ = −P^∥ = ε₀E^∥, where E^∥ is the total Coulomb field. Thus

D^⊥ = ε₀E^⊥ + ε₀E^∥ = ε₀E.

Outside neutral molecules the transverse displacement field is ε₀ times the full electric field, Coulomb part included.

Q: What if the molecules are ions?

A: Then P_A no longer accounts for the whole Coulomb field. Its divergence has the extra term Q_Aδ(r − R_A), so outside A the field P_A^⊥ equals ε₀E_A minus the field of a charge Q_A placed at R_A, also times ε₀. In the path integral above, replace Φ_A by

φ_A(r) = Φ_A(r) − Q_A/(4πε₀|r − R_A|).

This gives W_AB = −Σ_β e_β[φ_A(q_β) − φ_A(R_B)]. Multiplying out,

V_AB + W_AB = Q_AΦ_B(R_A) + Q_BΦ_A(R_B) − Q_AQ_B/(4πε₀R).

Each term with Φ is the energy of one ion's total charge, placed at its own reference point, in the full potential of the other ion. Removing the last negative charge from each model molecule gives two ions of charge +e. Then

V_AB + W_AB = 1.9606 eV − 0.0448 eV = 1.9158 eV.

A direct interaction remains, and neutrality of both molecules is a real condition of the general result.

Q: And if the molecules overlap?

A: The contact energy (1/ε₀)∫P_A·P_B d³r remains. With the reference points only 0.100 nm apart and the same smearing of 0.040 nm, the numbers are

V_AB + W_AB = −2.464 eV − 10.692 eV = −13.156 eV.

A separate real-space integral of P_A·P_B gives this contact energy too. The value belongs to the chosen smearing and paths. The unsmeared lines of this configuration pass within 0.030 nm of each other but do not meet, so the overlap here is that of the smeared sources. At a width of 0.005 nm the contact energy is only −0.0007 eV, and V_AB = 6.234 eV is cancelled again. What matters is overlap of the polarizations, not closeness as such.

For quantum states the wavefunction must be negligible wherever polarization lines of different molecules meet. It is not enough that such configurations are improbable. For point charges their total probability is zero, but the contact energy is a delta function there and can still have a finite average. Electrons must also be assignable to one molecule or the other, so exchange of electrons between molecules must be negligible. Wavefunction tails make this an approximation for real molecules, even though the identity is exact for each configuration with disjoint lines.

Q: Does the |P^⊥|² term disappear altogether, then?

A: No. Its intramolecular parts remain, as do the intramolecular Coulomb energies. For molecule A the part (1/2ε₀)∫|P_A^⊥|² d³r is 16.4 eV at a smearing width of 0.040 nm and 120.8 eV at 0.020 nm. It grows strongly as the sources are narrowed, so it is not a small correction that may be dropped from the Hamiltonian. For static charges the square completed above contains an equal and opposite intramolecular term. That compensation comes from the field coupling, not from the Coulomb energy.

Q: In a cavity calculation I keep a few modes. May I delete the intermolecular terms there as well?

A: Not on the strength of this proof. The exact identity uses the whole transverse field, and even an approximate cancellation needs wavevectors up to many times the inverse gap between the molecules. As a model of truncation, take free space with a cutoff in k; the walls of a real cavity also change the mode functions and add image-charge terms to the Coulomb energy, which this model leaves out. If modes with k > K are discarded, the polarization term keeps only

W_AB(K) = (1/ε₀) ∫_{k<K} P_A^⊥(k)*·P_B^⊥(k) d³k/(2π)³,

while V_AB is unchanged. For K small compared with 1/R and the inverse molecular size, each transform is the dipole moment times a phase close to 1. The angular average of the transverse projector is 2/3, and the volume of the k-sphere is 4πK³/3. Hence

W_AB(K) ≈ (1/ε₀)(2/3) d_A·d_B (4πK³/3)/(8π³) = d_A·d_B K³/(9π²ε₀).

At K = 0.1 nm⁻¹ this gives −1.446 × 10⁻⁶ eV, as does the integral to these digits, against V_AB = 0.12316 eV. With point charges and a sharp cutoff, the integral is −0.00142 eV at K = 1 nm⁻¹, −0.1696 eV at 10 nm⁻¹ and −0.0770 eV at 30 nm⁻¹. It overshoots and then undershoots the value −0.12316 eV needed for cancellation, so raising a sharp cutoff does not improve the result steadily; near K = 100 nm⁻¹ the sum V_AB + W_AB still swings by about ±0.2 eV. That oscillation comes from the sharp edge. With a smooth weight exp(−k²w²), w = 0.08 nm, the wavevectors below 40 nm⁻¹ give W_AB within one part in 10⁴ of −V_AB. A few long-wavelength modes are far from either case.

Q: Would deleting the cross term in a one-mode model matter, or is it too small to notice?

A: That depends on the coupling. Here is a case with strong coupling. Take two harmonically bound charges with unit masses, coordinates x₁, x₂ and momenta p₁, p₂, coupled to a mode with amplitude a and momentum π. Leave out their Coulomb interaction, to isolate the transformation. In dimensionless variables,

H_min = ½(p₁ − g₁a)² + ½(p₂ − g₂a)² + ½w₁²x₁² + ½w₂²x₂² + ½π² + ½w²a²

becomes

H_mult = ½p₁² + ½p₂² + ½w₁²x₁² + ½w₂²x₂² + ½(π + g₁x₁ + g₂x₂)² + ½w²a².

For g₁ = 0.5, g₂ = 0.4, w₁ = 1.0, w₂ = 1.3 and w = 0.9, both have normal frequencies 0.7048, 1.1449 and 1.4500. Deleting g₁g₂x₁x₂ from H_mult changes them to 0.6785, 1.2072 and 1.4115. In a truncated model the cross term belongs to the transformed Hamiltonian and has to be kept along with whatever Coulomb interaction the model contains.

Q: Then state what I may safely say about the complete theory.

A: For neutral molecules with disjoint polarization fields, and with all transverse modes retained, the multipolar Hamiltonian is

H = Σ_A H_A + ½ ∫ [Π²/ε₀ + ε₀c²B²] d³r − (1/ε₀) Σ_A ∫ P_A·D^⊥ d³r + Σ_A M_A.

Here H_A contains the kinetic energy, Coulomb energy and transverse polarization energy of molecule A alone. M_A contains its magnetic couplings, linear and quadratic in B, from the expanded kinetic energy. Each term involves the coordinates of at most one molecule. Any interaction between two molecules, the static Coulomb interaction included, must therefore arise through the transverse field that they share.

Computed results

```
Charges in each molecule (e): [ 1.  1. -1. -1.]
Offset of charge A1 (nm): [0.   0.01 0.04]
Offset of charge A2 (nm): [ 0.01  0.   -0.04]
Offset of charge A3 (nm): [ 0.05 -0.03  0.06]
Offset of charge A4 (nm): [-0.02  0.04  0.03]
Offset of charge B1 (nm): [0.04 0.   0.01]
Offset of charge B2 (nm): [-0.04  0.01  0.  ]
Offset of charge B3 (nm): [ 0.03  0.05 -0.05]
Offset of charge B4 (nm): [ 0.02 -0.02 -0.03]
Centre separation along z: 0.600 nm
Enclosing radii A, B: 0.0837, 0.0768 nm
Dipole A (e nm): [-0.02  0.   -0.09]
Dipole B (e nm): [-0.05 -0.02  0.09]
e^2/(4 pi eps0): 1.439965 eV nm
Smearing width: 0.040 nm
Coulomb energy V, pair sum: 0.12316121 eV
Coulomb energy V: 1.97326e-20 J
Longitudinal energy, k integral: 0.12316121 eV
Transverse energy W, k integral: -0.12316121 eV
Transverse energy W, straight paths: -0.12316121 eV
Transverse energy W, bent paths: -0.12316121 eV
|V + W|, k integral: 1.6e-15 eV
Dipole-dipole estimate of V: 0.114664 eV
V minus dipole estimate: 0.008497 eV
Overlap case, centre separation: 0.100 nm
Overlap case, smeared Coulomb: -2.464298 eV
Overlap case, transverse: -10.691903 eV
Overlap case, contact energy: -13.156201 eV
Ion charge of each molecule: 1 e
Ions, Coulomb energy: 1.960636 eV
Ions, transverse energy: -0.044835 eV
Ions, uncancelled remainder: 1.915801 eV
Transverse energy for k < 0.1 /nm: -1.44609e-06 eV
Transverse energy for k < 1 /nm: -1.41885e-03 eV
Transverse energy for k < 10 /nm: -1.69551e-01 eV
Transverse energy for k < 30 /nm: -7.69519e-02 eV
Small-cutoff formula at 0.1 /nm: -1.44636e-06 eV
Intramolecular A, width 0.040 nm: 16.4123 eV
Intramolecular A, width 0.020 nm: 120.7668 eV
Mode model couplings g1, g2: 0.5, 0.4 (dimensionless)
Mode model w1, w2, w_mode: 1.0, 1.3, 0.9 (dimensionless)
Minimal frequencies (dimensionless): [0.704763 1.144941 1.449972]
Multipolar frequencies (dimensionless): [0.704763 1.144941 1.449972]
Without cross term (dimensionless): [0.678463 1.207157 1.411546]
Static mode sources A, B: 0.7, 0.4 (dimensionless)
Static mode cross shift: -0.280000 (dimensionless)
```
